# Becquerel's Formula for the Verdet Constant from a Lorentz Oscillator: a numerical check

```python
"""Becquerel's formula for the Faraday rotation of Lorentz oscillators.

Result under test: theta = V B L with V = -(1/2c) lambda dn/dlambda
(atomic units), to first order in the static field B along +z.
  w0      natural frequency of the bound electron, N its number density
  w       light frequency, lam = 2 pi c / w the vacuum wavelength
  n       refractive index at B = 0
  wL      Larmor frequency B/2
  theta   rotation of linear polarization, positive from x towards y
Complex amplitudes multiply exp(-i w t); light travels along +z.
A medium is a list of pairs (N, w0).
"""
import numpy as np
from scipy import constants as sc

c = 1.0 / sc.fine_structure
bohr_m = sc.physical_constants["Bohr radius"][0]
field_T = sc.physical_constants["atomic unit of mag. flux density"][0]


def acceleration(r, v, w0, B):
    """Spring force and magnetic force on an electron of charge -1."""
    return -w0**2 * r - np.cross(v, np.array([0.0, 0.0, B]))


def dielectric_tensor(w, B, medium):
    """Transverse tensor from the driven Cartesian equation of motion."""
    eps = np.eye(2, dtype=complex)
    for N, w0 in medium:
        columns = [-w**2 * r - acceleration(r, -1j * w * r, w0, B)
                   for r in np.eye(3, dtype=complex)]
        displacement = np.linalg.solve(np.array(columns).T, -np.eye(3))
        eps += 4 * np.pi * N * (-displacement[:2, :2])
    return eps


def index(w, medium):
    return np.sqrt(dielectric_tensor(w, 0.0, medium)[0, 0].real)


def rotation(w, B, L, medium):
    """Propagate x-polarized light and read the angle from Stokes values."""
    eps = dielectric_tensor(w, B, medium)
    assert np.allclose(eps, eps.conj().T, atol=1e-13)
    values, modes = np.linalg.eigh(eps)
    n_modes = np.sqrt(values)
    phase = np.exp(1j * w * L / c * (n_modes - n_modes.mean()))
    E = modes @ (phase * (modes.conj().T @ np.array([1.0, 0.0])))
    s1 = abs(E[0])**2 - abs(E[1])**2
    s2 = 2 * (E[0] * E[1].conjugate()).real
    s3 = 2 * (E[0] * E[1].conjugate()).imag
    assert abs(s3) < 1e-8          # the light stays linearly polarized
    return 0.5 * np.arctan2(s2, s1)


def dn_dlambda(w, medium):
    lam = 2 * np.pi * c / w
    h = 1e-4 * lam
    return (index(2 * np.pi * c / (lam + h), medium)
            - index(2 * np.pi * c / (lam - h), medium)) / (2 * h)


# Model parameters
w0, N, w, B, L = 0.5, 0.02, 0.08, 1e-5, 1e9
medium = [(N, w0)]
wL = B / 2
lam = 2 * np.pi * c / w

# Free modes: frequencies and sense of rotation
A = np.zeros((4, 4))
for j in range(2):
    unit = np.eye(3)[j]
    A[j, j + 2] = 1.0
    A[2:, j] = acceleration(unit, np.zeros(3), w0, B)[:2]
    A[2:, j + 2] = acceleration(np.zeros(3), unit, w0, B)[:2]
rates, vectors = np.linalg.eig(A)
freqs = (1j * rates).real
order = [k for k in np.argsort(freqs) if freqs[k] > 0]
low, high = order
assert abs(freqs[high] - (w0 + wL)) < 1e-9
assert abs(freqs[low] - (w0 - wL)) < 1e-9
# y/x = +i is counterclockwise about B, y/x = -i clockwise
assert abs(vectors[1, high] / vectors[0, high] - 1j) < 1e-6
assert abs(vectors[1, low] / vectors[0, low] + 1j) < 1e-6

# Circular waves are eigenmodes and see the translated index
n0 = index(w, medium)
eps_B = dielectric_tensor(w, B, medium)
n_circ = {}
for s in (1, -1):
    u = np.array([1.0, s * 1j]) / np.sqrt(2)
    value = np.vdot(u, eps_B @ u)
    assert np.allclose(eps_B @ u, value * u, atol=1e-13)
    n_circ[s] = np.sqrt(value.real)
    translated = index(w - s * wL, medium)
    assert abs((n_circ[s] - n0) / (translated - n0) - 1) < 1e-4

# Becquerel's formula against the propagated polarization
slope = dn_dlambda(w, medium)
V = -lam * slope / (2 * c)
theta = rotation(w, B, L, medium)
assert abs(theta / (V * B * L) - 1) < 1e-6
theta_circ = w * L / (2 * c) * (n_circ[-1] - n_circ[1])
assert abs(theta_circ / theta - 1) < 1e-6

# Closed form for one resonance
gap = w0**2 - w**2
V_closed = 4 * np.pi * N * w**2 / (2 * c * n0 * gap**2)
assert abs(V_closed / V - 1) < 1e-6

# Changing only the parameter w0 overestimates V by w0/w
n_stiff = index(w, [(N, w0 + wL)])
n_soft = index(w, [(N, w0 - wL)])
V_naive = w * (n_soft - n_stiff) / (2 * c * B)
assert abs(V_naive / V - w0 / w) < 1e-5

# The relative correction to V grows as B squared
deviation = []
for strong in (1e-2, 2e-2):
    V_strong = rotation(w, strong, 1e4 / strong, medium) / 1e4
    deviation.append(V_strong / V_closed - 1)
assert abs(deviation[1] / deviation[0] - 4) < 0.08

# Two different isotropic resonances obey the same formula
pair = [(N, w0), (0.01, 0.8)]
V_pair = -lam * dn_dlambda(w, pair) / (2 * c)
V_pair_prop = rotation(w, B, L, pair) / (B * L)
assert abs(V_pair_prop / V_pair - 1) < 1e-6

# SI form of the formula against the unit conversion
V_SI = V / (field_T * bohr_m)
V_SI_direct = -sc.e / (2 * sc.m_e * sc.c) * lam * slope
assert abs(V_SI_direct / V_SI - 1) < 1e-7

print(f"natural frequency w0          = {w0:.3f} hartree")
print(f"electron density N            = {N:.3f} bohr^-3")
print(f"light frequency w             = {w:.3f} hartree")
print(f"magnetic field B              = {B:.1e} a.u.")
print(f"path length L                 = {L:.1e} bohr")
print(f"speed of light c              = {c:.4f} a.u.")
print(f"Larmor frequency wL           = {wL:.2e} hartree")
print(f"upper free resonance (ccw)    = {freqs[high]:.7f} hartree")
print(f"lower free resonance (cw)     = {freqs[low]:.7f} hartree")
print(f"vacuum wavelength             = {lam:.2f} bohr")
print(f"4 pi N                        = {4*np.pi*N:.6f} a.u.")
print(f"w0^2 - w^2                    = {gap:.4f} hartree^2")
print(f"index n at B = 0              = {n0:.6f} (no unit)")
print(f"dn/dlambda                    = {slope:.5e} bohr^-1")
print(f"-lambda dn/dlambda            = {-lam*slope:.6f} (no unit)")
print(f"index n_plus (ccw)            = {n_circ[1]:.9f} (no unit)")
print(f"index n_minus (cw)            = {n_circ[-1]:.9f} (no unit)")
print(f"n_minus - n_plus              = {n_circ[-1]-n_circ[1]:.5e} (no unit)")
print(f"V, Becquerel                  = {V:.5e} rad/(a.u. field bohr)")
print(f"V, closed form                = {V_closed:.5e} rad/(a.u. field bohr)")
print(f"V, propagated light           = {theta/(B*L):.5e} rad/(a.u. field bohr)")
print(f"V, converted                  = {V_SI:.4f} rad/(T m)")
print(f"rotation theta                = {theta:.5f} rad")
print(f"rotation theta, converted     = {np.degrees(theta):.3f} degrees")
print(f"V from changing w0 only       = {V_naive:.5e} rad/(a.u. field bohr)")
print(f"its ratio to the correct V    = {V_naive/V:.4f} (no unit)")
print(f"relative change of V, B=0.01  = {deviation[0]:.3e} (no unit)")
print(f"relative change of V, B=0.02  = {deviation[1]:.3e} (no unit)")
print(f"two resonances, Becquerel V   = {V_pair:.5e} rad/(a.u. field bohr)")
print(f"two resonances, propagated V  = {V_pair_prop:.5e} rad/(a.u. field bohr)")
print("all tests passed")
```

Printed output:

```
natural frequency w0          = 0.500 hartree
electron density N            = 0.020 bohr^-3
light frequency w             = 0.080 hartree
magnetic field B              = 1.0e-05 a.u.
path length L                 = 1.0e+09 bohr
speed of light c              = 137.0360 a.u.
Larmor frequency wL           = 5.00e-06 hartree
upper free resonance (ccw)    = 0.5000050 hartree
lower free resonance (cw)     = 0.4999950 hartree
vacuum wavelength             = 10762.78 bohr
4 pi N                        = 0.251327 a.u.
w0^2 - w^2                    = 0.2436 hartree^2
index n at B = 0              = 1.425385 (no unit)
dn/dlambda                    = -1.76689e-06 bohr^-1
-lambda dn/dlambda            = 0.019017 (no unit)
index n_plus (ccw)            = 1.425383575 (no unit)
index n_minus (cw)            = 1.425385952 (no unit)
n_minus - n_plus              = 2.37708e-06 (no unit)
V, Becquerel                  = 6.93855e-05 rad/(a.u. field bohr)
V, closed form                = 6.93855e-05 rad/(a.u. field bohr)
V, propagated light           = 6.93855e-05 rad/(a.u. field bohr)
V, converted                  = 5.5783 rad/(T m)
rotation theta                = 0.69385 rad
rotation theta, converted     = 39.755 degrees
V from changing w0 only       = 4.33659e-04 rad/(a.u. field bohr)
its ratio to the correct V    = 6.2500 (no unit)
relative change of V, B=0.01  = 8.394e-06 (no unit)
relative change of V, B=0.02  = 3.358e-05 (no unit)
two resonances, Becquerel V   = 7.11230e-05 rad/(a.u. field bohr)
two resonances, propagated V  = 7.11230e-05 rad/(a.u. field bohr)
all tests passed
```
